# Vibrational Raman Scattering from Polarizability Derivatives: Conditions, Frequency and Errors, part 1

(Sections cited here and not found follow in the second part.)

A vibrational Raman intensity can be computed in two ways. One sums over every vibronic level of every electronic state. The other differentiates a clamped-nuclei polarizability \(\alpha(Q;\omega)\) along a normal coordinate, which takes a few response calculations. Choosing the second means knowing when it is allowed, at which \(\omega\) to evaluate it, and what it drops. Atomic (Gaussian) units are used, with \(\omega_{ab}=E_a-E_b\).

**1. One intermediate level, two field modes**

Take a molecule with levels \(i,f,r\), small compared with the wavelength, so that \(V=-\boldsymbol\mu\cdot\mathbf E\) with
\[\mathbf E=\sum_{k=L,S} i g_k(\mathbf e_k a_k-\mathbf e_k^*a_k^\dagger).\]
The vacuum energy of a mode in volume \(\mathcal V\) is \(\mathcal V g^2/4\pi=\omega/2\), so \(g_k^2=2\pi\omega_k/\mathcal V\). The process \(|i,1_L,0_S\rangle\to|f,0_L,1_S\rangle\) conserves energy when \(\omega_S=\omega_L-\omega_{fi}\). It changes two occupation numbers and \(V\) changes one, so the lowest order is \(T=\sum_n V_{fn}V_{ni}/(E_0-E_n)\), \(E_0=E_i+\omega_L\). Absorbing \(L\) carries the factor \(-ig_L\,\mathbf e_L\cdot\boldsymbol\mu\), emitting \(S\) the factor \(+ig_S\,\mathbf e_S^*\cdot\boldsymbol\mu\); their scalar product is \(+g_Lg_S\). Absorption first passes through \(|r,0,0\rangle\), with \(E_0-E_n=-(\omega_{ri}-\omega_L)\). Emission first passes through \(|r,1,1\rangle\), with \(E_0-E_n=-(\omega_{ri}+\omega_S)\). More levels add more terms of the same form, so \(T=-g_Lg_S\sum_{\rho\sigma}e^*_{S\rho}\alpha^{fi}_{\rho\sigma}e_{L\sigma}\) with the Kramers-Heisenberg-Dirac (KHD) tensor
\[\alpha^{fi}_{\rho\sigma}=\sum_r\left[\frac{\mu^\rho_{fr}\mu^\sigma_{ri}}{\omega_{ri}-\omega_L}+\frac{\mu^\sigma_{fr}\mu^\rho_{ri}}{\omega_{ri}+\omega_S}\right].\tag{1}\]
The first index belongs to the scattered photon. In the numerical check, exact diagonalization of five levels with complex dipoles plus both modes gives \(-T/g_Lg_S=1.44242+0.10903i\), and (1) gives \(1.44240+0.10904i\).

The golden rule with mode density \(\mathcal V\omega_S^2/(2\pi c)^3\) per frequency and solid angle, divided by the flux \(c/\mathcal V\) of one photon, gives
\[\frac{d\sigma}{d\Omega}=2\pi\,\frac{(2\pi)^2\omega_L\omega_S}{\mathcal V^2}\,|\mathbf e_S^*\!\cdot\alpha\cdot\mathbf e_L|^2\,\frac{\mathcal V\omega_S^2}{(2\pi c)^3}\frac{\mathcal V}{c}=\frac{\omega_L\omega_S^3}{c^4}|\mathbf e_S^*\!\cdot\alpha\cdot\mathbf e_L|^2.\tag{2}\]
Limit: for an electron in a harmonic well, \(|x_{01}|^2=1/2\omega_0\) and \(f=i\) give \(\alpha=1/(\omega_0^2-\omega^2)\to-1/\omega^2\). Summing over scattered polarizations gives \(\sin^2\theta/c^4\), with \(\theta\) measured from \(\mathbf e_L\), and \(\sigma=8\pi/3c^4=6.652459\times10^{-29}\ \mathrm{m^2}\), the Thomson value, as tested.

**2. The same amplitude from minimal coupling**

For one electron, \(V=\mathbf A\cdot\mathbf p+A^2/2\) with \(\mathbf A=\sum_k(g_k/\omega_k)(\mathbf e_ka_k+\mathbf e^*_ka_k^\dagger)\). Then \(T=(g_Lg_S/\omega_L\omega_S)\,\mathbf e_S^*\cdot\mathcal M\cdot\mathbf e_L\), where \(\mathcal M_{\rho\sigma}=\delta_{\rho\sigma}\delta_{fi}-\Sigma_{\rho\sigma}\) and \(\Sigma\) is (1) with \(\mu\to p\). For a local potential \([H,x]=-ip\), so \(p_{ab}=i\omega_{ab}x_{ab}\), and each numerator becomes \(\omega_{ri}\omega_{rf}\) times \(A_r=x^\rho_{fr}x^\sigma_{ri}\) or \(B_r=x^\sigma_{fr}x^\rho_{ri}\). Put \(u=\omega_{ri}-\omega_L\), \(v=\omega_{ri}+\omega_S\). Energy conservation gives \(\omega_{rf}=u+\omega_S=v-\omega_L\), hence
\[\frac{\omega_{ri}\omega_{rf}}{u}=\frac{\omega_L\omega_S}{u}+\omega_{ri}+\omega_S,\qquad \frac{\omega_{ri}\omega_{rf}}{v}=\frac{\omega_L\omega_S}{v}+\omega_{rf}-\omega_S .\]
The first pieces sum to \(\omega_L\omega_S\alpha\). By closure the rest is \(-i\langle f|x^\rho p^\sigma|i\rangle+i\langle f|p^\sigma x^\rho|i\rangle+\omega_S\langle f|[x^\rho,x^\sigma]|i\rangle=\delta_{\rho\sigma}\delta_{fi}\), which cancels the \(A^2\) term. So \(\mathcal M=-\omega_L\omega_S\alpha\) and \(T\) is unchanged. In a two-dimensional anharmonic well the two sides agree to better than \(10^{-6}\) on the energy shell and differ by 37% of \(|\omega_L\omega_S\alpha|\) when \(\omega_S\) is moved by 0.1.

**3. What is exact about reality and symmetry**

Define \(\bar\omega=(\omega_L+\omega_S)/2\) and \(E_m=(E_i+E_f)/2\). Since \(\omega_L=\bar\omega+\omega_{fi}/2\), \(\omega_S=\bar\omega-\omega_{fi}/2\) and \(E_i=E_m-\omega_{fi}/2\), the denominators are \(\omega_r\mp\bar\omega\) with \(\omega_r=E_r-E_m\). Thus \(\alpha^{fi}_{\rho\sigma}=\langle f|O_{\rho\sigma}|i\rangle\),
\[O_{\rho\sigma}=\mu_\rho(H-E_m-\bar\omega)^{-1}\mu_\sigma+\mu_\sigma(H-E_m+\bar\omega)^{-1}\mu_\rho .\tag{3}\]
Taking the adjoint reverses each product, \(O_{\rho\sigma}^\dagger=O_{\sigma\rho}\), so \(\alpha^{fi}_{\rho\sigma}=(\alpha^{if}_{\sigma\rho})^*\) at equal \(\bar\omega\). This relates Stokes to anti-Stokes scattering, not \(\alpha_{\rho\sigma}\) to \(\alpha_{\sigma\rho}\).

Condition A (time reversal): no magnetic field, and an antiunitary \(\Theta\) with \(\Theta^2=1\) (even electron number) commuting with \(H\). Eigenstates can then be chosen with \(\Theta|r\rangle=|r\rangle\). As \(\Theta\mu\Theta^{-1}=\mu\), \(\mu_{ab}=\langle\Theta a|\mu|\Theta b\rangle^*=\mu_{ab}^*\). Every numerator is real, and so is (1), up to the common phase of \(i\) and \(f\), provided level widths \(\Gamma\) are negligible; they add imaginary parts of relative order \(\Gamma/(\omega_{ri}-\omega_L)\).

Reality does not make (1) symmetric. With \(A_r,B_r\) now the two dipole numerators, which trade places under \(\rho\leftrightarrow\sigma\),
\[\tfrac12(\alpha_{\rho\sigma}-\alpha_{\sigma\rho})=\tfrac12\sum_r(A_r-B_r)\Big[\frac1{\omega_r-\bar\omega}-\frac1{\omega_r+\bar\omega}\Big]=\sum_r\frac{(A_r-B_r)\,\bar\omega}{\omega_r^2-\bar\omega^2}.\]
Limit: for \(f=i\) and real elements \(A_r=B_r\), so the Rayleigh tensor is symmetric (tested). For \(f\neq i\), \(O_{\rho\sigma}-O_{\sigma\rho}\) is real and anti-Hermitian. When \(i\) and \(f\) are vibrational levels of one nondegenerate electronic state, this part acts on the nuclear coordinate alone; a real function of \(Q\) is Hermitian, so it needs an odd power of \(\partial\equiv\partial/\partial Q\). Between different electronic states it can be nonzero with the nuclei fixed.

**4. Clamping the nuclei**

One mode \(Q\) of mass \(M\) is written out. Condition B (frozen orientation): rotational energies are dropped from the denominators and (3) is taken in the molecular frame. Condition C (Born-Oppenheimer): \(|r\rangle=|e(Q)\rangle\chi_{ev}(Q)\), with \(\chi_{ev}\) eigenfunctions of \(H_e=-\partial^2/2M+\varepsilon_e(Q)\). Condition D: \(i\) and \(f\) lie in one nondegenerate electronic state \(g\). Closure over \(v\) turns (3) into
\[\alpha^{fi}_{\rho\sigma}=\sum_e\langle\chi_f|\mu^\rho_{ge}(d_e^-+K)^{-1}\mu^\sigma_{eg}+\mu^\sigma_{ge}(d_e^++K)^{-1}\mu^\rho_{eg}|\chi_i\rangle,\]
with \(d^\mp_e=\Delta_e(Q)\mp\bar\omega\), \(\Delta_e=\varepsilon_e-\varepsilon_g\), \(K=H_g-E_m\). Acting on a smooth function times \(\chi_i\), \(K\) yields energies of order \(\omega_v\), the vibrational quantum, so expand \((d+K)^{-1}=d^{-1}-d^{-1}Kd^{-1}+d^{-1}Kd^{-1}Kd^{-1}-\dots\) This needs condition E, \(\Delta_e(Q)-\bar\omega\gg\omega_v,\Gamma\) wherever \(\chi_i\chi_f\) is appreciable, and for \(e=g\), where \(d^\mp=\mp\bar\omega\), condition F, \(\bar\omega\gg\omega_v\).

At zeroth order everything is a function of \(Q\). The \(e=g\) terms are \(\mu^\rho_{gg}\mu^\sigma_{gg}(-1/\bar\omega+1/\bar\omega)=0\). For the others let \(N_e=\mu^\rho_{ge}\mu^\sigma_{eg}\); the second numerator is \(N_e^*\), and
\[\alpha_{\rho\sigma}(Q;\bar\omega)=\sum_{e\ne g}\frac{2\Delta_e\,\mathrm{Re}N_e+2i\bar\omega\,\mathrm{Im}N_e}{\Delta_e^2-\bar\omega^2}.\tag{4}\]
Swapping \(\rho,\sigma\) sends \(N_e\to N_e^*\): the real part is symmetric, the imaginary part antisymmetric. Condition A applied to the clamped electronic Hamiltonian makes \(\mathrm{Im}N_e=0\). Hence
\[\alpha^{fi}_{\rho\sigma}\simeq\langle\chi_f|\alpha_{\rho\sigma}(Q;\bar\omega)|\chi_i\rangle,\qquad \alpha_{\rho\sigma}=\alpha_{\sigma\rho}=\alpha^*_{\rho\sigma}.\tag{5}\]
Condition G (harmonic potential, linear \(\alpha\)) enters only now. With \(Q=q_0(b+b^\dagger)\), \(q_0=(2M\omega_v)^{-1/2}\), the constant term vanishes by orthogonality and
\[\alpha^{10}_{\rho\sigma}\simeq\Big(\frac{\partial\alpha_{\rho\sigma}}{\partial Q}\Big)_0q_0,\tag{6}\]
Placzek's result, real and symmetric because (4) is so at every \(Q\).

**5. The first dropped terms**

At fixed electronic structure \(\omega_v\sim M^{-1/2}\), \(q_0\sim M^{-1/4}\), \(\partial\sim M^{1/4}\), and (6) is \(M^{-1/4}\). The step from (5) to (6) drops \(\alpha'''q_0^3\), \(\alpha''q_0^2\) times the cubic mixing \(\varepsilon_g'''q_0^3/\omega_v\sim M^{-1/4}\), and \(\alpha'q_0\) times the square of that mixing or the quartic mixing \(\varepsilon_g''''q_0^4/\omega_v\sim M^{-1/2}\); all are \(M^{-3/4}\), relative \(M^{-1/2}\).

For the first-order term write \(K=\tfrac12[(H_g-E_i)+(H_g-E_f)]\). For functions \(a,b\), \((H_g-E_i)b|\chi_i\rangle=[H_g,b]|\chi_i\rangle\) and \(\langle\chi_f|a(H_g-E_f)=\langle\chi_f|[a,H_g]\). With \([H_g,b]=-(b''+2b'\partial)/2M\) and \([a,H_g]b=(a''b+2a'b'+2a'b\,\partial)/2M\), half the sum is
\[\langle aKb\rangle=\Big\langle\frac{a'b'}{2M}-\frac{W'+2W\partial}{4M}\Big\rangle,\qquad W=ab'-a'b,\tag{7}\]
where \(\langle\cdot\rangle\) is taken between \(\chi_f\) and \(\chi_i\). The first piece is symmetric in \(a,b\), the second antisymmetric.

Symmetric part. Between \(v=1\) and \(0\), \(a'b'/2M\) needs one power of \(Q\): \(M^{-5/4}\). In second order, \(Kb|\chi_i\rangle=([H_g,b]-\tfrac12\omega_{fi}b)|\chi_i\rangle\) and likewise on the left, giving \(\omega_v^2q_0\) and \(\omega_v\partial/M\), again \(M^{-5/4}\). The symmetric part of (5) therefore has relative error of order \(M^{-1}\). At fixed mass this error is not simply \([\omega_v/(\Delta-\bar\omega)]^2\): for a constant transition dipole and a gap linear in \(Q\), \(a'b'\) is proportional to \(\Delta'^2/(\Delta-\bar\omega)^4\), and the part of \(a'b'/2M\) linear in \(Q\), divided by that of the resonant term of (4), is of order \(\Delta'^2/[M(\Delta-\bar\omega)^3]\), which grows faster toward resonance. Evaluating at \(\omega_L\) adds \(\tfrac12\omega_{fi}\,\partial\alpha/\partial\omega\), relative \(M^{-1/2}\), so \(\bar\omega\) is the frequency to use in (5). In (6) the linearization error is also of relative order \(M^{-1/2}\), so there \(\bar\omega\) removes one error of that order without improving the order. For \(e=g\), \(a=\mp\mu^\rho_{gg}/\bar\omega\), \(b=\mp\mu^\sigma_{gg}/\bar\omega\); the two first-order terms add, and the second-order ones, odd in \(\bar\omega\), cancel in the symmetric part:
\[\alpha^{(g)}_{\rho\sigma}\simeq-\frac{\langle\mu'^\rho_{gg}\,\mu'^\sigma_{gg}\rangle}{M\bar\omega^2}.\tag{8}\]
Since \(1/M=\omega_v^2/\varepsilon_g''\), this scales as \((\omega_v/\bar\omega)^2\). Between \(v=0\) and \(v=1\) orthogonality removes the constant part of \(\mu'^\rho_{gg}\mu'^\sigma_{gg}\), so at leading order (8) needs both infrared activity (\(\mu'_{gg}\ne0\)) and a dipole curved in \(Q\) (\(\mu''_{gg}\ne0\)).

Antisymmetric part \(\mathcal A=\tfrac12(\alpha_{\rho\sigma}-\alpha_{\sigma\rho})\). With \(a=\mu^\rho_{ge}/d\), \(b=\mu^\sigma_{ge}/d\), the \(d'\) terms cancel in \(W=w_e/d^2\), \(w_e=\mu^\rho_{ge}\mu'^\sigma_{ge}-\mu'^\rho_{ge}\mu^\sigma_{ge}\). The term \(-aKb\) gives \(+W\partial/2M\) at leading order, and the antiresonant term has \(\rho,\sigma\) swapped, so the opposite sign. From \([H_g,Q]=-\partial/M\), \(\langle1|\partial|0\rangle=-M\omega_vq_0\). With \((d^-)^{-2}-(d^+)^{-2}=4\Delta\bar\omega/(\Delta^2-\bar\omega^2)^2\),
\[\mathcal A_{\rm BO}=-2\omega_v\bar\omega q_0\sum_e\frac{w_e\Delta_e}{(\Delta_e^2-\bar\omega^2)^2}\sim M^{-3/4},\tag{9}\]
relative \(M^{-1/2}\). It requires a transition dipole that turns as \(Q\) moves.

Condition C fails at this same order. In a \(Q\)-independent real electronic basis, \(H-E_m\mp\bar\omega=(H_{el}-\varepsilon_g\mp\bar\omega)+K\) exactly, with \(K\) scalar in electronic space. So (7) holds for the vectors \(|a^\pm_\sigma\rangle=(H_{el}-\varepsilon_g\mp\bar\omega)^{-1}\mu_\sigma|g\rangle\), with \(W^\pm=\langle a^\pm_\rho|\partial a^\pm_\sigma\rangle-\langle\partial a^\pm_\rho|a^\pm_\sigma\rangle\). The states also change: the kinetic energy on \(|g\rangle\chi\) contains \(-|g'\rangle\chi'/M\), and projecting the Schrödinger equation off \(g\) gives the correction \(R_0|g'\rangle\chi'/M\), \(R_0=\sum_{e\ne g}|e\rangle\langle e|/\Delta_e\). On the ket this adds \(\langle g|O^c_{\rho\sigma}R_0|g'\rangle\partial/M\), with \(O^c\) the clamped form of (3); on the bra, integration by parts gives a minus sign and transposition gives \(O^c_{\sigma\rho}\). The leading total, at \(Q=0\), is
\[\mathcal A=-\omega_vq_0\big\{\tfrac12(W^+-W^-)+\langle g|(O^c_{\rho\sigma}-O^c_{\sigma\rho})R_0|g'\rangle\big\}.\tag{10}\]
These nonadiabatic terms are purely antisymmetric; the next ones are \(1/M\) times functions of \(Q\) and leave the symmetric error at relative \(M^{-1}\).

Under the stated conditions the Raman amplitude reduces to matrix elements of a real, symmetric clamped-nuclei polarizability, best evaluated at \(\bar\omega\), and the leading dropped terms, including the antisymmetric part, have been derived. What remains is to test these results on a model solved without separating electrons and nuclei, to remove conditions one at a time, and to apply the method to the N\(_2\) stretch.
